# Why fixing kappa at zero works at the Wigner-Seitz radius: a program that tests the result

```python
"""Result under test: in the KKR equation det[P(E,tau) - S(k,tau)] = 0 the level
E moves with the envelope kinetic energy tau = kappa^2/2 as
  dE/dtau = -(envelope norm in cell - low-l envelope norm in sphere)
            / (norm of the true wave in the sphere),
so the drifts of S and P largely cancel for the space-filling sphere.
P: potential function, S: structure constants, l <= 2, Hartree atomic units.
K, J: irregular and regular envelope waves; phi: radial wave in the sphere.
Examples: free electrons and an LDA sphere potential for bcc iron."""
import numpy as np
from math import factorial, pi, sqrt
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, newton
from scipy.special import spherical_jn
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
ELL = np.array([0, 1, 1, 1, 2, 2, 2, 2, 2])
a_lat = 2.9 / ANG
omega_cell = a_lat**3 / 2
s_ws = (3 * omega_cell / (4 * pi))**(1 / 3)
s_touch = sqrt(3) / 4 * a_lat
k_frac = np.array([0.5, 0.3, 0.1])
k_vec = k_frac * 2 * pi / a_lat
N_BANDS = 5


def harmonics(vectors, lmax):
    """Real orthonormal spherical harmonics, rows ordered by l, then m."""
    length = np.sqrt((vectors**2).sum(axis=1))
    x, y, z = (vectors / length[:, None]).T
    table = np.empty(((lmax + 1)**2, len(x)))
    azimuth, start = np.ones(len(x), complex), 1.0
    for m in range(lmax + 1):
        previous, current = np.zeros_like(z), np.full_like(z, start)
        for l in range(m, lmax + 1):
            norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - m)
                        / factorial(l + m) * (2 if m else 1))
            table[l * l + l + m] = norm * current * azimuth.real
            if m:
                table[l * l + l - m] = norm * current * azimuth.imag
            previous, current = current, (
                (2 * l + 1) * z * current - (l + m) * previous) / (l + 1 - m)
        azimuth = azimuth * (x + 1j * y)
        start *= 2 * m + 1
    return table


# Angular product quadrature
cos_t, w_t = np.polynomial.legendre.leggauss(40)
angle = (np.arange(80) + 0.5) * 2 * pi / 80
ct, ph = [g.ravel() for g in np.meshgrid(cos_t, angle, indexing="ij")]
st = np.sqrt(1 - ct**2)
directions = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=1)
w_ang = np.repeat(w_t, 80) * 2 * pi / 80

# Lattice, reciprocal lattice and the tau-independent parts of the Ewald sums
n = np.arange(-7, 8)
triples = np.stack(np.meshgrid(n, n, n, indexing="ij"), -1).reshape(-1, 3)
sites = a_lat * np.vstack([triples, triples + 0.5])
dist = np.linalg.norm(sites, axis=1)
sites, dist = sites[dist < 18], dist[dist < 18]
waves = triples[triples.sum(axis=1) % 2 == 0] * 2 * pi / a_lat + k_vec
q_len = np.linalg.norm(waves, axis=1)
waves, q_len = waves[q_len < 6.2], q_len[q_len < 6.2]
ELL4 = np.repeat(np.arange(5), 2 * np.arange(5) + 1)
eta = 0.45
gx, gw = np.polynomial.legendre.leggauss(40)
xi = eta + (gx + 1) / 2 * 1.25
w_xi = gw / 2 * 1.25
other = dist > 1e-8
r_site = dist[other]
site_part = (np.exp(1j * sites[other] @ k_vec) * harmonics(sites[other], 4)
             * r_site**ELL4[:, None])
real_table = 8 * sqrt(pi) * (site_part @ np.exp(-np.outer(r_site, xi)**2)
                             * (2 * xi**2)**ELL4[:, None] * w_xi)
I_POWER = np.array([1, 1j, -1, -1j])
wave_table = ((4 * pi)**2 / omega_cell * I_POWER[ELL4 % 4][:, None]
              * q_len**ELL4[:, None] * harmonics(waves, 4))
y_low, y_high = harmonics(directions, 2), harmonics(directions, 4)
pairs = (y_low[:, None, :] * y_low[None, :, :]).reshape(81, -1)
gaunt = ((pairs * w_ang) @ y_high.T).reshape(9, 9, 25)
l1, l2, l3 = ELL[:, None, None], ELL[None, :, None], ELL4[None, None, :]
odd_factorial = np.array([1.0, 1.0, 3.0])[ELL]
coupling = (-2 * I_POWER[(l1 - l2 - l3) % 4] * gaunt
            / (odd_factorial[:, None, None] * odd_factorial[None, :, None]))
coupling_by_power = [np.where(l1 + l2 - l3 == 2 * p, coupling, 0)
                     for p in range(3)]


def structure(tau):
    """Structure constants S for the chosen k, analytic in kappa^2 = 2 tau."""
    eps = 2 * tau
    sums = wave_table @ (np.exp((eps - q_len**2) / (4 * eta**2))
                         / (q_len**2 - eps))
    sums = sums + real_table @ np.exp(eps / (4 * xi**2))
    sums[0] += sqrt(4 * pi) * 2 / sqrt(pi) * sum(
        (eps / 4)**j * eta**(1 - 2 * j) / (factorial(j) * (2 * j - 1))
        for j in range(25))
    return sum(eps**p * (coupling_by_power[p] @ sums) for p in range(3))


def radial_pair(r, tau):
    """K, K', J, J' for l = 0, 1, 2 from their power series."""
    r = np.asarray(r, float)
    l = np.arange(3).reshape((3,) + (1,) * r.ndim)
    x = tau * r**2
    tk = tj = np.ones((3,) + r.shape)
    k0, k1, j0, j1 = tk, -(l + 1) * tk, tj, l * tj
    for m in range(1, 32):
        tk = -tk * x / (m * (2 * m - 1 - 2 * l))
        tj = -tj * x / (m * (2 * l + 2 * m + 1))
        k0, k1 = k0 + tk, k1 + (2 * m - l - 1) * tk
        j0, j1 = j0 + tj, j1 + (2 * m + l) * tj
    outer, inner = r**(-l - 1.0), r**(1.0 * l) / (2 * (2 * l + 1))
    return k0 * outer, k1 * outer / r, j0 * inner, j1 * inner / r


def wronskians(phi, dphi, pair):
    kk, dk, jj, dj = [p[:, None] for p in pair]
    return dphi * kk - phi * dk, dphi * jj - phi * dj


def secular(phi, dphi, pair, s_mat):
    top, bottom = wronskians(phi, dphi, pair)
    return (top[ELL].T[:, :, None] * np.eye(9)
            - bottom[ELL].T[:, :, None] * s_mat)


def make_wave(energies, phi, dphi, norm, radius):
    scale = np.abs(phi).max(axis=1)[:, None]
    data = np.vstack([phi / scale, dphi / scale, norm / scale**2])
    return energies, data, CubicSpline(energies, data, axis=1), radius


def bands(wave, tau, count):
    """Lowest roots E of the secular determinant at fixed tau."""
    energies, data, spline, radius = wave
    pair, s_mat = radial_pair(radius, tau), structure(tau)

    def det_at(energy):
        v = spline(energy)[:, None]
        return np.linalg.det(secular(v[:3], v[3:6], pair, s_mat))[0].real

    dets = np.linalg.det(secular(data[:3], data[3:6], pair, s_mat)).real
    cross = np.nonzero(np.sign(dets[1:]) != np.sign(dets[:-1]))[0][:count]
    assert len(cross) == count, "too few bands in the energy window"
    return np.array([brentq(det_at, energies[i], energies[i + 1], xtol=1e-12)
                     for i in cross])


def analyse(wave, tau, energy):
    """Null vector, P, true norm in sphere, and the drifts of S and P."""
    _, _, spline, radius = wave
    v = spline(energy)[:, None]

    def potential_function(t):
        top, bottom = wronskians(v[:3], v[3:6], radial_pair(radius, t))
        return (top / bottom)[:, 0]

    pair = radial_pair(radius, tau)
    matrix = secular(v[:3], v[3:6], pair, structure(tau))[0]
    vec = np.linalg.svd(matrix)[2][-1].conj()
    bottom = wronskians(v[:3], v[3:6], pair)[1][:, 0]
    weight = np.abs(vec)**2
    parts = weight * (v[6:, 0] / (2 * radius**2 * bottom)**2)[ELL]
    inside, h = parts.sum(), 1e-4
    d_s = (structure(tau + h) - structure(tau - h)) / (2 * h)
    d_p = (potential_function(tau + h) - potential_function(tau - h)) / (2 * h)
    cell = -(vec.conj() @ d_s @ vec).real / 4 / inside
    ball = -(weight * d_p[ELL]).sum() / 4 / inside
    d_share = parts[ELL == 2].sum() / inside
    return vec, potential_function(tau), inside, cell, ball, d_share


print(f"lattice constant {a_lat*ANG:.3f} angstrom; k = {k_frac} x 2pi/a")
print(f"Wigner-Seitz radius {s_ws*ANG:.4f} angstrom")
print(f"touching radius {s_touch*ANG:.4f} angstrom, "
      f"filling {(s_touch/s_ws)**3:.4f}")

# kappa = 0 form of the potential function, at an arbitrary log derivative
log_der, l_all = -1.7, np.arange(3)
top0, bot0 = wronskians(np.ones((3, 1)), np.full((3, 1), log_der / s_ws),
                        radial_pair(s_ws, 1e-9))
canonical = 2 * (2 * l_all + 1) * (log_der + l_all + 1) / (log_der - l_all)
assert np.allclose((top0 / bot0)[:, 0] * s_ws**(2 * l_all + 1), canonical,
                   rtol=1e-6)

# Structure constants against direct lattice sums, possible for tau < 0
tau_neg = -0.4
decay = sqrt(-2 * tau_neg)


def envelope(points):
    total = np.zeros((9, len(points)), complex)
    for site in sites:
        d = points - site
        r = np.sqrt((d**2).sum(axis=1))
        x = decay * r
        e = np.exp(-x)
        radial = np.stack([e / r, e * (1 + x) / r**2,
                           e * (3 + 3 * x + x * x) / (3 * r**3)])
        total += np.exp(1j * site @ k_vec) * (radial[ELL] * harmonics(d, 2))
    return total


r_test = 1.5
projected = (y_low * w_ang) @ envelope(r_test * directions).T
kk, _, jj, _ = radial_pair(r_test, tau_neg)
expected = np.diag(kk[ELL]) - jj[ELL][:, None] * structure(tau_neg)
s_error = np.abs(projected - expected).max()
print(f"structure constants vs direct sums, largest difference {s_error:.1e}")
assert s_error < 2e-5

# Free electrons: exact level k^2/2, any sphere radius
e_exact = k_vec @ k_vec / 2
print(f"free electrons: exact energy {e_exact*EV:.4f} eV")
print("radius/WS | kappa=0 error (eV) | -dE/dtau from roots | from norms")
free_error = {}
for ratio in (s_touch / s_ws, 0.95, 1.0, 1.05):
    radius = ratio * s_ws
    mesh = np.linspace(0.02, 0.8, 1500)
    p = np.sqrt(2 * mesh)
    phi = np.array([spherical_jn(l, p * radius) for l in range(3)])
    dphi = np.array([p * spherical_jn(l, p * radius, True) for l in range(3)])
    free = make_wave(mesh, phi, dphi, np.zeros_like(phi), radius)
    free_error[ratio] = bands(free, 0.0, 1)[0] - e_exact
    h = 2e-3
    slope = (bands(free, e_exact + h, 1)[0]
             - bands(free, e_exact - h, 1)[0]) / (2 * h)
    k_len = sqrt(2 * e_exact)
    low = sum(4 * pi * (2 * l + 1) * quad(
        lambda r: (r * spherical_jn(l, k_len * r))**2, 0, radius)[0]
        for l in range(3))
    law = (omega_cell - low) / low
    print(f"{ratio:8.4f} | {free_error[ratio]*EV:10.4f} | {-slope:10.5f}"
          f" | {law:10.5f}")
    assert abs(slope + law) < 5e-4
    if ratio == 1.0:
        high_share = 1 - low / omega_cell
print(f"share of l>2 in the plane wave in the WS sphere {high_share:.5f}")
assert abs(free_error[1.0]) < 0.2 * abs(free_error[s_touch / s_ws])

# Iron: LDA potential of a neutral Wigner-Seitz sphere, zero-slope orbitals
Z, N, touch_face = 26, 1000, 969


def face_radius(beta, x):
    return beta * (np.exp(np.log(1 + s_ws / beta) * x) - 1)


beta = brentq(lambda b: face_radius(b, touch_face / N) - s_touch, 0.02, 0.12)
faces = face_radius(beta, np.arange(N + 1) / N)
centres = face_radius(beta, (np.arange(N) + 0.5) / N)
mass, width = np.diff(faces**3) / 3, np.diff(faces)
stiff = 0.5 * faces[1:-1]**2 / np.diff(centres)
stiff_diag = np.append(stiff, 0) + np.insert(stiff, 0, 0)
nuclear = -Z * np.diff(faces**2) / 2 / mass
shells = {0: [2, 2, 2, 1], 1: [6, 6], 2: [7]}
potential = nuclear + Z / centres * (1 - 1 / (1 + 2 * centres)**2)
charge = None
for iteration in range(250):
    new = np.zeros(N)
    for l, occupation in shells.items():
        diagonal = (stiff_diag + 0.5 * l * (l + 1) * width) / mass + potential
        _, vectors = eigh_tridiagonal(
            diagonal, -stiff / np.sqrt(mass[1:] * mass[:-1]),
            select="i", select_range=(0, len(occupation) - 1))
        new += vectors**2 @ np.array(occupation, float)
    change = 1.0 if charge is None else np.abs(new - charge).sum()
    charge = new if charge is None else charge + 0.3 * (new - charge)
    inner = np.cumsum(charge) - charge / 2
    shell_pot = charge / centres
    outer = np.cumsum(shell_pot[::-1])[::-1] - shell_pot / 2
    density = charge / (4 * pi * mass)
    v_xc = np.ravel(libxc.eval_xc("lda,vwn", density, spin=0, deriv=1)[1][0])
    potential = nuclear + inner / centres + outer + v_xc
    if change < 1e-6:
        break
assert change < 1e-6, "sphere potential not self-consistent"
assert abs(charge.sum() - Z) < 1e-6
v_zero = 1.5 * potential[-1] - 0.5 * potential[-2]
print(f"iron sphere: potential at WS radius V0 = {v_zero*EV:.3f} eV")

energies = np.linspace(v_zero - 0.4, v_zero + 1.3, 2500)
barrier = np.array([0.0, 1.0, 3.0])[:, None]
radial = np.ones((3, len(energies)))
flux, norm = np.zeros_like(radial), np.zeros_like(radial)
iron = {}
for i in range(N):
    local = potential[i] + barrier * width[i] / mass[i] - energies
    norm = norm + mass[i] * radial**2
    flux = flux + mass[i] * local * radial
    if i + 1 in (touch_face, N):
        r, step = faces[i + 1], faces[i + 1] - centres[i]
        slope = 2 * flux / r**2
        bend = 2 * local * radial - 2 * slope / r
        value = radial + slope * step - 0.5 * bend * step**2
        iron[i + 1] = make_wave(energies, value, slope, norm, r)
    if i + 1 < N:
        radial = radial + flux / stiff[i]

# The slope law for iron against a three-dimensional cell quadrature
near = sites[(dist > 1e-8) & (dist < 1.01 * a_lat)]
r_max = 1 / (2 * directions @ near.T / (near**2).sum(axis=1)).max(axis=1)
volume_error = (w_ang * r_max**3).sum() / 3 / omega_cell - 1
assert abs(volume_error) < 2e-3
r_cut = 0.4 * s_ws
g8, w8 = np.polynomial.legendre.leggauss(8)
r_grid = r_cut + (r_max - r_cut) * ((g8 + 1) / 2)[:, None]
w_grid = (w_ang * (r_max - r_cut) * (w8 / 2)[:, None] * r_grid**2).ravel()
cell_waves = envelope((r_grid[:, :, None] * directions).reshape(-1, 3))
r_ball = r_cut + (s_ws - r_cut) * (gx + 1) / 2
w_ball = gw / 2 * (s_ws - r_cut) * r_ball**2
kb, _, jb, _ = radial_pair(r_ball, tau_neg)
h = 2e-3
slopes = (bands(iron[N], tau_neg + h, N_BANDS)
          - bands(iron[N], tau_neg - h, N_BANDS)) / (2 * h)
law_error = 0.0
print(f"iron, tau = {tau_neg*EV:.3f} eV: -dE/dtau from roots | cell quadrature")
for j, energy in enumerate(bands(iron[N], tau_neg, N_BANDS)):
    vec, pot_fun, inside = analyse(iron[N], tau_neg, energy)[:3]
    in_cell = (np.abs(vec @ cell_waves)**2 * w_grid).sum()
    in_ball = ((kb - pot_fun[:, None] * jb)**2 @ w_ball)[ELL]
    quadrature = (in_cell - (np.abs(vec)**2 * in_ball).sum()) / inside
    print(f"  band {j+1}: {-slopes[j]:9.5f} | {quadrature:9.5f}")
    law_error = max(law_error, abs(quadrature + slopes[j]))
assert law_error < 4e-3  # kinks of the cell surface limit the quadrature

# Size of the cancellation at kappa = 0 and the shift to kappa^2/2 = E - V0
mean_shift = {}
for label, face in (("Wigner-Seitz", N), ("touching", touch_face)):
    wave = iron[face]
    at_zero = bands(wave, 0.0, N_BANDS)
    slopes = (bands(wave, h, N_BANDS) - bands(wave, -h, N_BANDS)) / (2 * h)
    shifts = []
    print(f"iron, {label} sphere, kappa = 0; energies in eV")
    print("band | E-V0 | d share | S drift | P drift | net | "
          "E-V0 matched | change")
    for j, energy in enumerate(at_zero):
        cell, ball, d_share = analyse(wave, 0.0, energy)[3:]
        assert abs(cell - ball + slopes[j]) < 2e-3
        matched = newton(lambda t: bands(wave, t, N_BANDS)[j] - v_zero - t,
                         x0=0.0, x1=0.2, tol=1e-7)
        shifts.append(matched + v_zero - energy)
        print(f"{j+1} | {(energy-v_zero)*EV:7.3f} | {d_share:.3f} | "
              f"{cell:8.4f} | {ball:8.4f} | {cell-ball:8.4f} | "
              f"{matched*EV:7.3f} | {shifts[-1]*EV:7.3f}")
    mean_shift[label] = np.mean(np.abs(shifts))
    print(f"mean absolute change, {label}: {mean_shift[label]*EV:.4f} eV")
assert mean_shift["Wigner-Seitz"] < 0.5 * mean_shift["touching"]
print("checks complete")
```

It prints:

```
lattice constant 2.900 angstrom; k = [0.5 0.3 0.1] x 2pi/a
Wigner-Seitz radius 1.4279 angstrom
touching radius 1.2557 angstrom, filling 0.6802
structure constants vs direct sums, largest difference 2.5e-08
free electrons: exact energy 6.2597 eV
radius/WS | kappa=0 error (eV) | -dE/dtau from roots | from norms
  0.8794 |     2.5066 |    0.47465 |    0.47464
  0.9500 |     0.9491 |    0.17176 |    0.17176
  1.0000 |    -0.0249 |    0.00616 |    0.00616
  1.0500 |    -0.8911 |   -0.12920 |   -0.12920
share of l>2 in the plane wave in the WS sphere 0.00613
iron sphere: potential at WS radius V0 = -10.643 eV
iron, tau = -10.885 eV: -dE/dtau from roots | cell quadrature
  band 1:  -0.02091 |  -0.02103
  band 2:  -0.01975 |  -0.01977
  band 3:  -0.00064 |  -0.00067
  band 4:   0.00273 |   0.00272
  band 5:  -0.00080 |  -0.00081
iron, Wigner-Seitz sphere, kappa = 0; energies in eV
band | E-V0 | d share | S drift | P drift | net | E-V0 matched | change
1 |   3.753 | 0.799 |   0.4715 |   0.4761 |  -0.0046 |   3.759 |   0.006
2 |   4.643 | 0.985 |   0.0822 |   0.0948 |  -0.0127 |   4.696 |   0.052
3 |   5.773 | 0.825 |   0.1884 |   0.1780 |   0.0104 |   5.694 |  -0.080
4 |   6.355 | 0.987 |  -0.0876 |  -0.0914 |   0.0039 |   6.327 |  -0.028
5 |   6.992 | 0.962 |  -0.0913 |  -0.0923 |   0.0010 |   6.980 |  -0.012
mean absolute change, Wigner-Seitz: 0.0355 eV
iron, touching sphere, kappa = 0; energies in eV
band | E-V0 | d share | S drift | P drift | net | E-V0 matched | change
1 |   4.333 | 0.908 |   0.3276 |   0.2109 |   0.1166 |   3.802 |  -0.531
2 |   4.947 | 0.993 |   0.0695 |   0.0244 |   0.0451 |   4.715 |  -0.233
3 |   6.170 | 0.960 |   0.0205 |  -0.0300 |   0.0504 |   5.721 |  -0.449
4 |   6.462 | 0.993 |  -0.0841 |  -0.1020 |   0.0179 |   6.333 |  -0.129
5 |   7.094 | 0.987 |  -0.1211 |  -0.1335 |   0.0125 |   6.985 |  -0.108
mean absolute change, touching: 0.2900 eV
checks complete
```
